# When an amplified step spectrum first develops a meander peak: a program that tests the result

```python
"""
Result under test: a step spectrum A/q^2, amplified without noise at the
amplitude growth rate w(q) = a q^2 - b q^4, has a local maximum at finite q
only for t > t_c = 4 b/a^2 = 1/w_max, one amplitude e-folding time of the
fastest mode.
Symbols: q wavenumber (1/nm), S = L <|h_q|^2> spectrum (nm^3),
h_q = (1/L) integral h exp(-iqx) dx, A spectral prefactor (nm),
a growth coefficient (nm^2/s), b damping coefficient (nm^4/s).
The example uses rough values in the regime of vicinal Cu(001) growth.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar

rng = np.random.default_rng(12345)

# Inputs
temperature = 350.0        # K
kink_energy = 0.13         # eV
spacing = 0.256            # nm, atomic spacing along and across the step
terrace = 2.2              # nm
rate = 0.01                # monolayers per second
a = 0.09                   # nm^2/s
b = 1.0                    # nm^4/s
sample = 1000.0            # nm, length of the step

# Thermal kinks set the initial spectrum
kT = constants.k * temperature / constants.e
z = np.exp(-kink_energy / kT)
A = spacing * 2 * z / (1 - z)**2
stiffness = kT / A
kink_distance = spacing * (1 + z) / (2 * z)
site_area = spacing**2

# Derived formulas
q_m = np.sqrt(a / (2 * b))
w_max = a**2 / (4 * b)
t_c = 4 * b / a**2
q_zero = np.sqrt(a / b)


def growth(q):
    return a * q**2 - b * q**4


def spectrum(q, t, power=2, thermal=0.0, deposition=0.0):
    """Amplified q^-power spectrum, with optional noise during growth."""
    y = 2 * growth(q) * t
    safe = np.where(np.abs(y) < 1e-9, 1e-9, y)
    noise = thermal * 2 * b * q**2 * A
    noise = noise + deposition * site_area * rate * terrace
    start = A * q_m**(power - 2) / q**power
    return start * np.exp(y) + noise * t * np.expm1(safe) / safe


def q_extremum(t, sign):
    return q_m * np.sqrt((1 + sign * np.sqrt(1 - t_c / t)) / 2)


def first_peak(**options):
    """Earliest scanned t/t_c at which S rises with q somewhere."""
    q = np.linspace(0.05, 3.0, 3000) * q_m
    for s in np.arange(0.05, 2.0, 0.001):
        if np.any(np.diff(spectrum(q, s * t_c, **options)) > 0):
            return s
    raise RuntimeError("no peak found in the scanned times")


# Fastest mode found by direct maximization
best = minimize_scalar(lambda q: -growth(q), bounds=(1e-4, q_zero),
                       method="bounded", options={"xatol": 1e-10})
assert abs(best.x / q_m - 1) < 1e-5
assert abs(-best.fun / w_max - 1) < 1e-9

# Real-space evolution of a profile whose power spectrum is 1/q^2.
# The finite-difference error in the growth factor is below 3 percent here.
points, dx = 600, 1.2
eye = np.eye(points)
lap = (np.roll(eye, 1, axis=0) + np.roll(eye, -1, axis=0) - 2 * eye) / dx**2
generator = -a * lap - b * lap @ lap
modes = 2 * np.pi * np.fft.rfftfreq(points, dx)
amplitude = np.zeros(len(modes))
amplitude[1:] = 1 / modes[1:]
profile = np.fft.irfft(amplitude, points)
for s, peak_expected in ((0.9, False), (1.1, True)):
    later = expm(generator * s * t_c) @ profile
    power_later = np.abs(np.fft.rfft(later))**2
    band = (modes > 0) & (modes < 1.1 * q_m)
    factor = power_later[band] / amplitude[band]**2
    expected = np.exp(2 * growth(modes[band]) * s * t_c)
    assert np.max(np.abs(factor / expected - 1)) < 0.03
    wide = (modes > 0) & (modes < 1.5 * q_m)
    assert np.any(np.diff(power_later[wide]) > 0) == peak_expected

# Onset from scans of the spectrum; tolerance is the scan resolution
onset = {p: first_peak(power=p) for p in (1, 2, 3)}
for p in onset:
    assert abs(onset[p] - p / 2) < 0.004

# The slope spectrum q^2 S peaks at q_m even at a very early time
q_grid = np.linspace(0.05, 2.0, 20001) * q_m
early_slope = q_grid**2 * spectrum(q_grid, 0.05 * t_c)
assert abs(q_grid[np.argmax(early_slope)] / q_m - 1) < 2e-3

# Peak and valley by numerical extremization at two times
for s in (1.5, 2.0):
    t = s * t_c
    top = minimize_scalar(lambda q: -np.log(spectrum(q, t)),
                          bounds=(q_m / np.sqrt(2), 1.3 * q_m),
                          method="bounded", options={"xatol": 1e-10})
    low = minimize_scalar(lambda q: np.log(spectrum(q, t)),
                          bounds=(0.1 * q_m, q_m / np.sqrt(2)),
                          method="bounded", options={"xatol": 1e-10})
    assert abs(top.x / q_extremum(t, 1) - 1) < 1e-5
    assert abs(low.x / q_extremum(t, -1) - 1) < 1e-5

# Random kinks, P(n) proportional to z^|n|, give A/q^2 at long wavelength
columns, trials = 256, 8000
kinks = (rng.geometric(1 - z, (trials, columns))
         - rng.geometric(1 - z, (trials, columns))).astype(float)
density = np.mean(np.abs(kinks)) / spacing
assert abs(density * spacing * (1 - z**2) / (2 * z) - 1) < 0.03
kinks -= kinks.mean(axis=1, keepdims=True)
steps = spacing * np.cumsum(kinks, axis=1)
length = columns * spacing
measured = length * np.mean(np.abs(np.fft.rfft(steps) / columns)**2, axis=0)
q_low = 2 * np.pi * np.arange(1, 5) / length
assert abs(np.mean(measured[1:5] * q_low**2 / A) - 1) < 0.05
# Mean distance between kink sites, from the same distribution
site_probability = 2 * z / (1 + z)
assert abs(np.mean(rng.geometric(1 - z, 400000)
                   != rng.geometric(1 - z, 400000))
           / site_probability - 1) < 0.05
assert abs(kink_distance * site_probability / spacing - 1) < 1e-12

# Random arrivals give the deposition noise (sampling error about 2 percent)
box, duration, runs = 60.0, 100.0, 3000
mean_atoms = rate * terrace * box * duration / site_area
total = 0.0
for atoms in rng.poisson(mean_atoms, runs):
    x = rng.uniform(0, box, atoms)
    total += abs(site_area * np.exp(-4j * np.pi * x / box).sum() / box)**2
arrival_spectrum = box * total / runs
assert abs(arrival_spectrum
           / (site_area * rate * terrace * duration) - 1) < 0.09

# Langevin ensemble of the fastest mode against the noisy spectrum
members, slices = 20000, 1000
dt = t_c / slices
noise_thermal = 2 * b * q_m**2 * A
noise_deposition = site_area * rate * terrace
noise_sum = noise_thermal + noise_deposition
mode = rng.normal(0, np.sqrt(A) / q_m, members)
for _ in range(slices):
    mode += growth(q_m) * mode * dt
    mode += np.sqrt(noise_sum * dt) * rng.normal(size=members)
noisy = float(spectrum(q_m, t_c, thermal=1, deposition=1))
assert abs(np.mean(mode**2) / noisy - 1) < 0.05

# Thermal noise alone must preserve A/q^2 when the growth term is absent
q_test = 0.7 * q_m
decay = 2 * b * q_test**4
kept = A / q_test**2 * np.exp(-decay * t_c) + quad(
    lambda u: 2 * b * q_test**2 * A * np.exp(-decay * u), 0, t_c)[0]
assert abs(kept * q_test**2 / A - 1) < 1e-9

onset_thermal = first_peak(thermal=1)
onset_both = first_peak(thermal=1, deposition=1)
assert onset_both < 1 and onset_thermal < 1


def rms_slope(t):
    value = quad(lambda q: A * np.exp(2 * growth(q) * t) / np.pi,
                 0, q_zero)[0]
    return np.sqrt(value)


rms_meander = np.sqrt(quad(lambda q: spectrum(q, t_c) / np.pi,
                           q_m / 2, q_zero)[0])

# Time at which the peak equals the longest mode of the finite step
q_first = 2 * np.pi / sample


def lead(s):
    t = s * t_c
    return float(np.log(spectrum(q_extremum(t, 1), t)
                        / spectrum(q_first, t)))


s_overtake = brentq(lead, 1.001, 20)
t_two = 2 * t_c
q_peak, q_valley = q_extremum(t_two, 1), q_extremum(t_two, -1)
contrast = float(spectrum(q_peak, t_two) / spectrum(q_valley, t_two))

print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {kT:.5f} eV")
print(f"kink energy: {kink_energy:.2f} eV")
print(f"atomic spacing: {spacing:.3f} nm")
print(f"site area: {site_area:.4f} nm^2")
print(f"terrace width: {terrace:.1f} nm")
print(f"deposition rate: {rate:.2f} ML/s")
print(f"growth coefficient a: {a:.2f} nm^2/s")
print(f"damping coefficient b: {b:.1f} nm^4/s")
print(f"kink Boltzmann factor z: {z:.5f}")
print(f"spectral prefactor A: {A:.5f} nm")
print(f"step stiffness kT/A: {stiffness:.2f} eV/nm")
print(f"fastest wavenumber q_m: {q_m:.4f} 1/nm")
print(f"fastest wavelength: {2*np.pi/q_m:.1f} nm")
print(f"edge of unstable band: {q_zero:.3f} 1/nm")
print(f"largest growth rate: {w_max:.6f} 1/s")
print(f"onset time t_c: {t_c:.1f} s")
print(f"deposited by t_c: {rate*t_c:.2f} ML")
print(f"power gain of fastest mode at t_c: {np.exp(2*w_max*t_c):.3f}")
print(f"wavenumber at onset: {q_m/np.sqrt(2):.4f} 1/nm")
print(f"wavelength at onset: {2*np.pi*np.sqrt(2)/q_m:.1f} nm")
for p in onset:
    print(f"scanned onset, initial q^-{p}: {onset[p]:.3f} t_c")
print(f"peak wavenumber at 2 t_c: {q_peak:.4f} 1/nm")
print(f"peak wavelength at 2 t_c: {2*np.pi/q_peak:.1f} nm")
print(f"valley wavenumber at 2 t_c: {q_valley:.4f} 1/nm")
print(f"valley wavelength at 2 t_c: {2*np.pi/q_valley:.1f} nm")
print(f"S peak / S valley at 2 t_c: {contrast:.2f}")
print(f"S(q_m) at t=0: {A/q_m**2:.4f} nm^3")
print(f"S(q_m) at t_c, no noise: {float(spectrum(q_m, t_c)):.3f} nm^3")
print(f"S(q_m) at t_c, both noises: {noisy:.3f} nm^3")
print(f"thermal noise at q_m: {noise_thermal:.3e} nm^3/s")
print(f"deposition noise: {noise_deposition:.3e} nm^3/s")
print(f"onset, thermal noise: {onset_thermal:.3f} t_c")
print(f"onset, both noises: {onset_both:.3f} t_c")
print(f"onset time, both noises: {onset_both*t_c:.0f} s")
print(f"rms slope in unstable band at t_c: {rms_slope(t_c):.3f}")
print(f"rms slope in unstable band at 2 t_c: {rms_slope(t_two):.3f}")
print(f"rms meander at t_c, q_m/2 to band edge: {rms_meander:.3f} nm")
print(f"mean distance between kinks: {kink_distance:.1f} nm")
print(f"step length: {sample:.0f} nm")
print(f"peak overtakes longest mode at: {s_overtake:.2f} t_c")
print(f"linear rms slope at that time: {rms_slope(s_overtake*t_c):.2f}")
print("tests ok")
```

Output:

```
temperature: 350 K
thermal energy kT: 0.03016 eV
kink energy: 0.13 eV
atomic spacing: 0.256 nm
site area: 0.0655 nm^2
terrace width: 2.2 nm
deposition rate: 0.01 ML/s
growth coefficient a: 0.09 nm^2/s
damping coefficient b: 1.0 nm^4/s
kink Boltzmann factor z: 0.01343
spectral prefactor A: 0.00706 nm
step stiffness kT/A: 4.27 eV/nm
fastest wavenumber q_m: 0.2121 1/nm
fastest wavelength: 29.6 nm
edge of unstable band: 0.300 1/nm
largest growth rate: 0.002025 1/s
onset time t_c: 493.8 s
deposited by t_c: 4.94 ML
power gain of fastest mode at t_c: 7.389
wavenumber at onset: 0.1500 1/nm
wavelength at onset: 41.9 nm
scanned onset, initial q^-1: 0.501 t_c
scanned onset, initial q^-2: 1.001 t_c
scanned onset, initial q^-3: 1.501 t_c
peak wavenumber at 2 t_c: 0.1960 1/nm
peak wavelength at 2 t_c: 32.1 nm
valley wavenumber at 2 t_c: 0.0812 1/nm
valley wavelength at 2 t_c: 77.4 nm
S peak / S valley at 2 t_c: 2.90
S(q_m) at t=0: 0.1570 nm^3
S(q_m) at t_c, no noise: 1.160 nm^3
S(q_m) at t_c, both noises: 4.438 nm^3
thermal noise at q_m: 6.358e-04 nm^3/s
deposition noise: 1.442e-03 nm^3/s
onset, thermal noise: 0.622 t_c
onset, both noises: 0.471 t_c
onset time, both noises: 233 s
rms slope in unstable band at t_c: 0.050
rms slope in unstable band at 2 t_c: 0.111
rms meander at t_c, q_m/2 to band edge: 0.249 nm
mean distance between kinks: 9.7 nm
step length: 1000 nm
peak overtakes longest mode at: 3.51 t_c
linear rms slope at that time: 0.43
tests ok
```
